# Equal Transmission from Both Sides, Unequal Current under Reversed Bias

## A single potential step

Let the conduction band be flat at energy $U_L$ for $x<0$ and flat at $U_R$ for $x>0$, with the same mass on both sides. An electron of energy $E$ above both edges has wavenumbers $k_L$ and $k_R$. Send it in from the left with unit amplitude. Continuity of the wavefunction and of its slope at the step gives

$$1+r=t,\qquad k_L(1-r)=k_R t .$$

Substituting $r=t-1$ in the second equation gives $2k_L=(k_L+k_R)t$, so $t=2k_L/(k_L+k_R)$. Incidence from the right exchanges the labels: $t'=2k_R/(k_L+k_R)$. The amplitudes differ, but the transmission probability is a ratio of fluxes, and flux is velocity times density:

$$T=\frac{k_R}{k_L}|t|^2=\frac{4k_Lk_R}{(k_L+k_R)^2}=\frac{k_L}{k_R}|t'|^2=T' .$$

The step has no mirror symmetry, yet it transmits equally from both sides.

Now apply a bias. Each band edge moves with the Fermi level of its own side. Measure $E$ from the midpoint of the two Fermi levels, and let the bias raise the right side by $eV$ relative to the left. Up to a common constant, which can be absorbed in $E$, the edges are $U_L=-eV/2$ and $U_R=\Delta+eV/2$, where $\Delta$ is the built-in asymmetry. Then

$$\rho^2(V)\equiv\frac{k_R^2}{k_L^2}=\frac{E-\Delta-eV/2}{E+eV/2},\qquad
\rho^2(-V)=\frac{E-\Delta+eV/2}{E-eV/2}.$$

Since $4/T=\rho+1/\rho+2$, the two polarities transmit equally only if their $\rho$ are equal or reciprocal.

- Equal $\rho$: cross-multiplying gives $eV(2E-\Delta)=0$.
- Reciprocal $\rho$: the product of the two fractions must be 1, so $(E-\Delta)^2=E^2$, or $\Delta(2E-\Delta)=0$.

Where both sides are open, $2E-\Delta=E+(E-\Delta)>0$. At nonzero bias this leaves $\Delta=0$. With $\Delta\neq0$, reversing the bias changes the transmission at every energy open in both polarities.

So two different comparisons are involved. Reversing the electron's direction keeps the potential. Reversing the bias replaces it.

## Why any barrier shape transmits equally

Let the potential $U(x)$ and the mass $m(x)$ vary between two uniform leads. The barrier is static, the scattering elastic, and the transverse motion separate and unchanged, so each lead has one incoming and one outgoing wave at a given normal energy $E$. The wave equation is

$$\left(\frac{\psi'}{m}\right)'=\frac{2}{\hbar^2}(U-E)\psi ,$$

with $\psi$ and $\psi'/m$ continuous at a mass step. For two solutions at the same energy, define the Wronskian

$$W=\frac{\psi_1\psi_2'-\psi_1'\psi_2}{m}.$$

Differentiate, treating $\psi'/m$ as one factor:

$$W'=\psi_1'\frac{\psi_2'}{m}+\psi_1\left(\frac{\psi_2'}{m}\right)'-\left(\frac{\psi_1'}{m}\right)'\psi_2-\frac{\psi_1'}{m}\psi_2' .$$

The first and last terms cancel. The wave equation turns the middle two into $(2/\hbar^2)(U-E)(\psi_1\psi_2-\psi_1\psi_2)=0$. Thus $W$ has the same value in both leads, whatever lies between them.

Take $\psi_1$ incident from the left and $\psi_2$ incident from the right. With $x$ measured from the barrier's edge in each lead,

$$\text{left: }\psi_1=e^{ik_Lx}+re^{-ik_Lx},\quad \psi_2=t'e^{-ik_Lx},$$

$$\text{right: }\psi_1=te^{ik_Rx},\quad \psi_2=e^{-ik_Rx}+r'e^{ik_Rx}.$$

In the left lead

$$m_LW=(e^{ik_Lx}+re^{-ik_Lx})(-ik_Lt'e^{-ik_Lx})-ik_L(e^{ik_Lx}-re^{-ik_Lx})t'e^{-ik_Lx}.$$

The terms in $r$ cancel and the others add to $-2ik_Lt'$. In the right lead

$$m_RW=te^{ik_Rx}(-ik_Re^{-ik_Rx}+ik_Rr'e^{ik_Rx})-ik_Rte^{ik_Rx}(e^{-ik_Rx}+r'e^{ik_Rx}),$$

where the terms in $r'$ cancel and leave $-2ik_Rt$. With velocities $v=\hbar k/m$, equality of the two values of $W$ reads

$$v_Lt'=v_Rt .$$

Therefore

$$T'=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}|t|^2=\frac{v_R}{v_L}|t|^2=T .$$

### Reciprocity is not flux conservation

Flux conservation uses a different pair of solutions, $\psi_1^*$ and $\psi_1$. If $U$ is real, $\psi_1^*$ solves the same equation. Their Wronskian is $2i(k_L/m_L)(1-|r|^2)$ on the left and $2i(k_R/m_R)|t|^2$ on the right, which gives $1-|r|^2=T$.

If a term $-i\Gamma$ is added to $U$ to remove electrons from the coherent wave, $\psi_1^*$ no longer solves the same equation and flux is lost. The proof of $T=T'$ survives, because $\psi_1$ and $\psi_2$ still share one equation. For the contact treated below, at 0.2 V forward bias and at the silicon Fermi level, $\Gamma=0.05$ eV throughout the barrier gives $T=0.0605$ from either side, while the reflection is 0.765 from the metal and 0.3125 from the silicon. The lost fractions, $1-R-T$, are 0.17 and 0.63. In a real contact the removed electrons go somewhere, so $T$ alone no longer determines the current.

## From transmission to current

Let the left lead be a metal (M) and the right lead n-type silicon (S). Positive $V$ is forward bias, which raises the silicon Fermi level by $eV$ relative to the metal's. Positive $J$ means net electron flow from silicon to metal.

At total energy $E+\varepsilon$, with $\varepsilon$ the transverse energy, the two opposing flows carry the factors $T'f_S(1-f_M)$ and $Tf_M(1-f_S)$. Because $T'=T$, their difference is $T(f_S-f_M)$. At equal Fermi levels and temperatures it vanishes energy by energy, so an asymmetric barrier drives no current by itself.

For spin-degenerate electrons in $g$ equivalent valleys, the normal motion contributes $v\,dk/2\pi=dE/h$. The transverse states number $m_\perp d\varepsilon/(2\pi\hbar^2)$ per unit area, with $m_\perp$ the geometric mean of the two transverse masses. The transverse sum is

$$\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon-\mu)/kT}}=kT\ln\left[1+e^{(\mu-E)/kT}\right].$$

Here $kT$ is the thermal energy; elsewhere $T$ is the transmission. Hence

$$J=A\int T(E;V)\,S\,dE,\qquad A=\frac{g\,e\,m_\perp}{2\pi^2\hbar^3},$$

$$S=kT\ln\frac{1+e^{(\mu_S-E)/kT}}{1+e^{(\mu_M-E)/kT}} .$$

Measure $E$ from the midpoint again, so $\mu_S=eV/2$ and $\mu_M=-eV/2$. Reversing $V$ exchanges them, and $S(E,-V)=-S(E,V)$. Adding the two currents gives

$$J(V)+J(-V)=A\int\left[T(E;V)-T(E;-V)\right]S(E,V)\,dE .$$

Within this coherent model, all bias asymmetry comes from the difference in the bracket. A transmission curve frozen on this energy scale gives an odd current, however asymmetric the barrier that produced it.

The asymmetry fades at low bias. As $V\to0$, $S\approx eVf(E)$, with $f$ the equilibrium occupation at normal energy $E$, and the energy-integrated effect of the bracket is also of first order in $V$. The sum is then of order $V^2$, against a current of order $V$.

### What mirror symmetry guarantees

If the biased device obeys $U(x;-V)=U(-x;V)$ and $m(x)=m(-x)$, reversing the bias is equivalent to viewing the original potential from the other side. Left incidence at $-V$ is right incidence at $V$, and the Wronskian result makes their transmissions equal. The current is odd.

An asymmetric barrier loses this guarantee. It is not thereby forced to give unequal currents at every voltage, because contributions of opposite sign in the integral can cancel. In the silicide contact model treated below, they do so at 0.2 V if the doping is reduced to about $3\times10^{19}$ cm$^{-3}$.

A model junction shows the change. It has equal leads and a 3.0 nm barrier whose profile is an even hump plus a linear tilt. At 0.3 V the reverse-to-forward current ratio is 1.000000 without built-in tilt, and 0.92 when the right end is built 0.4 eV higher than the left. Forward bias raises the right end further, making the total tilt 0.7 eV; reverse bias leaves 0.1 eV.

The tunnelling exponent suggests why the larger tilt conducts better. It is proportional to $\int\sqrt{U-E}\,dx$. For an energy below the whole profile, the square root is concave in $U$, so this integral is concave in the tilt. For an even hump it is also unchanged when the tilt changes sign, so it is largest at zero tilt and falls as the tilt grows. This argument ignores the prefactor of the transmission. The exponent alone gives a current ratio of 0.88; the prefactor works against it and brings the ratio to 0.92.

## A silicide contact on heavily doped silicon

Take a barrier $\phi_B=0.65$ eV, donor density $N=10^{20}$ cm$^{-3}$ and 300 K. On a (100) surface, four silicon valleys have normal mass $0.19\,m_0$ and $m_\perp=0.418\,m_0$. With full ionization the silicon Fermi level lies $\xi=0.065$ eV above the bulk band edge.

The barrier top is assumed to stay fixed to the metal Fermi level. The silicon edge moves with bias, so the band bending is $B=\phi_B+\xi-eV$. For uniform donor charge and permittivity $\epsilon$, Poisson's equation gives the band edge above the metal Fermi level as

$$U(x)=eV-\xi+B\left(1-\frac{x}{w}\right)^2,\qquad w=\sqrt{\frac{2\epsilon B}{e^2N}} .$$

At $V=+0.2$ V, $B=0.65+0.065-0.2=0.515$ eV and $w=2.58$ nm. At $-0.2$ V they are 0.915 eV and 3.44 nm. These are two different barriers.

Compare them at mid-level energy $+0.1$ eV, the Fermi level of the emitting side in either polarity.

- Forward: $T=0.1122$ from both sides. From the metal, $|t|^2=0.4368$ and the velocity ratio silicon/metal is 0.2569; their product is 0.1122. From the silicon, $0.02883/0.2569=0.1122$.
- Reverse: $T=0.0549$ from both sides. The same arithmetic gives $0.1039\times0.5284=0.0549$ and $0.02901/0.5284=0.0549$.

Direction makes no difference within a polarity, while reversing the polarity changes the transmission by a factor of two. The barrier top lies 0.45 eV above the emitter's Fermi level in forward bias and 0.65 eV above it in reverse.

The width at that energy follows from $U(x)=E$, which gives $x=w(1-\sqrt{\varepsilon_c/B})$, where $\varepsilon_c$ is the energy above the bulk silicon edge. In forward bias $\varepsilon_c=0.0652$ eV and $x=2.58(1-0.356)=1.66$ nm. In reverse $\varepsilon_c=0.265$ eV and $x=3.44(1-0.538)=1.59$ nm. The widths are nearly equal, and the forward one is slightly the larger, so width does not explain the greater forward transparency. The lower forward barrier acts in the right direction.

### The more transparent polarity carries less current

The magnitudes of the current density are:

| Bias (V) | Forward (A/cm²) | Reverse (A/cm²) | Ratio |
|---|---|---|---|
| 0.05 | $1.76\times10^6$ | $2.34\times10^6$ | 1.33 |
| 0.10 | $3.12\times10^6$ | $5.16\times10^6$ | 1.65 |
| 0.20 | $6.35\times10^6$ | $1.17\times10^7$ | 1.85 |

At 1 mV the ratio is 1.006, as the low-bias argument requires.

Reverse current is larger although transmission at the emitter's Fermi level is smaller. The silicon band edge explains this. On the mid-level scale at 0.2 V it lies at $0.1-0.065=0.035$ eV in forward bias and at $-0.1-0.065=-0.165$ eV in reverse. Below the edge silicon has no propagating state, so no flux crosses from either side.

The energies between $-0.165$ and $0.035$ eV therefore conduct in reverse bias alone. They contribute $-7.92\times10^6$ A/cm² to $J(V)+J(-V)$. Higher energies, open in both polarities, contribute $+2.53\times10^6$ A/cm², a net advantage for forward bias. The sum is $-5.39\times10^6$ A/cm², which is $6.35\times10^6-1.17\times10^7$ within rounding. In forward bias the silicon can emit only from its shallow filled band and thermal tail; in reverse the metal emits from deeper filled states into newly opened silicon states.

### The opposite limit: a wide barrier

With lighter doping the barrier widens until tunnelling is negligible. Idealize the transmission as zero below the top and one above it. Measure energy from the metal Fermi level, and let the top lie many $kT$ above both Fermi levels. The logarithms then reduce to exponentials:

$$S\approx kT\,e^{-E/kT}\left(e^{eV/kT}-1\right),$$

$$J=A\int_{\phi_B}^{\infty}S\,dE=A(kT)^2e^{-\phi_B/kT}\left(e^{eV/kT}-1\right).$$

The reverse-to-forward ratio is

$$\frac{1-e^{-eV/kT}}{e^{eV/kT}-1}=e^{-eV/kT}.$$

At 0.2 V and $kT=0.02585$ eV this is about $4\times10^{-4}$. The fixed barrier top is an idealization: the image force lowers it slightly more in reverse bias, which for doping of $10^{16}$ to $10^{17}$ cm$^{-3}$ raises the classical estimate to between $5\times10^{-4}$ and $6\times10^{-4}$. Tunnelling through the thin top of the barrier also favours reverse bias. With both effects the ratio stays near $5\times10^{-4}$ at $10^{16}$ cm$^{-3}$, but at $10^{17}$ cm$^{-3}$ tunnelling is no longer negligible and the ratio is about $8\times10^{-4}$. The contact rectifies strongly, now favouring forward bias, yet the transmission above the barrier, idealized here as one, is the same in both directions. On the mid-level scale the top sits at $\phi_B-eV/2$ in forward bias and $\phi_B+eV/2$ in reverse, so a band of energies of width $eV$ is open in forward bias alone. The same identity thus covers a strong rectifier and a leaky tunnelling contact with the opposite preference.

## How far to trust the numbers

The inputs are rough values for a silicide source or drain contact. Dividing 0.05 V by the corresponding currents gives $2.8\times10^{-8}$ and $2.1\times10^{-8}$ Ω cm², a plausible order for such doping; the best modern contacts are lower. A drop of 0.2 V across the junction is more than a good contact should take in service. It is used here to make the asymmetry visible.

Changing one assumption at a time, with other inputs fixed, moves the 0.2 V results as follows.

- Image force, with $\phi_B$ kept as the bare barrier, raises the forward current by about 55% and the reverse current by nearly 70% when its $1/x$ divergence is cut off at the metal band bottom. The ratio becomes about 2.0. The size depends on that cutoff: with the image plane placed 0.02 to 0.1 nm inside the metal, both increases fall to between about 30% and 45%, and the ratio is about 1.9.
- Electron spill-over into the depletion layer, estimated with a zero-temperature electron gas, lowers them by 26% and 16%. The ratio becomes 2.12. The cold gas understates the effect: with the gas at 300 K the reductions are about 37% and 24%, and the ratio is about 2.2.
- A barrier 0.1 eV lower roughly doubles both currents, with a ratio of 2.0. A barrier 0.1 eV higher roughly halves them, with a ratio of 1.8.
- A free-electron metal must supply the valley's transverse wavevector. This costs 3.69 eV of the assumed 5.0 eV band depth and leaves 1.31 eV for normal motion at the valley centre. The ratio becomes 1.46, or about 1.4 when the spread of transverse wavevectors around the centre is included.
- Operation at 400 K gives a ratio of about 1.6.
- Doping 30% lower cuts the currents by 60% and 65%, with a ratio of 1.65.
- Adding the two valleys of heavy normal mass changes either current by less than 1%.
- A non-parabolic band slows the decay deep in the gap. Replacing $U-E$ inside the barrier by $(U-E)[1-\alpha(U-E)]$, with a rough $\alpha=0.5$ eV$^{-1}$, raises the forward current by 17% and the reverse current by 66%. The ratio becomes about 2.6.

Reverse current stays larger in each variation, but the ratio ranges from about 1.4 to 2.6, and a single change can move the absolute currents by a factor of two or three. Combined changes can do more: a barrier 0.1 eV higher together with doping 30% lower cuts the forward and reverse currents by factors of about 6 and 7. The absolute currents are therefore order-of-magnitude estimates. Other combinations were not evaluated.

Smooth doping is a further doubtful assumption, not tested here. A cube with side equal to the zero-bias depletion width contains on average 2.8 donors, so a real contact is a patchwork of thinner and thicker barriers. Voltage lost in series also matters: 20 nm of silicon at a rough mobility of 80 cm²/Vs drops 10 mV forward and 18 mV in reverse. Band-to-band tunnelling has no energy window here, since the largest bending, 0.915 eV, is below the 1.12 eV gap; gap narrowing at heavy doping would reduce that margin.

## What to do in practice

**When calculating a current,** recompute the barrier and both band edges at each voltage. Reusing the zero-bias transmission on the mid-level scale removes the asymmetry; reusing it on another scale makes the answer depend on that choice.

**When checking a transmission calculation,** run it from both sides in the same biased potential and include the velocity ratio. For one elastic channel per side, a remaining difference is an error. If the interface mixes transverse states, the single-channel proof does not apply to individual channels.

**When measuring a contact,** record both polarities and correct for series voltage. If one resistance is to describe the contact, reduce the bias until the polarities agree within the accuracy needed. In this model 0.05 V is already too much for 10% agreement.

**When interpreting unequal currents,** look for what the bias moves: the barrier top, its width, or a band edge. Unequal currents are not evidence that the barrier favours one direction of travel at fixed energy. The numerical output below gives most of the values with further digits.

## Table of computed values

```
Barrier 0.65 eV; doping 1e+20 cm^-3; T 300 K
Permittivity 11.7; metal depth 5.0 eV
Light valleys: 4, normal mass 0.19 m0, transverse 0.418 m0
xi = 0.0652 eV; kT = 0.02585 eV
V=+0.2 V: bending 0.515 eV, width 2.581 nm, peak field 3.99 MV/cm
V=+0.0 V: bending 0.715 eV, width 3.041 nm, peak field 4.70 MV/cm
V=-0.2 V: bending 0.915 eV, width 3.440 nm, peak field 5.32 MV/cm
At the emitter Fermi level (mid-level energy +0.5 eV/V * |V|):
 forward: T from metal 0.1122114, from silicon 0.1122114
 forward: |t|^2 from metal 0.43678, from silicon 0.02883
 forward: velocity ratio silicon/metal 0.25691
 reverse: T from metal 0.0548980, from silicon 0.0548980
 reverse: |t|^2 from metal 0.10390, from silicon 0.02901
 reverse: velocity ratio silicon/metal 0.52836
Largest relative change of W across barrier: 1.9e-11
Absorption parameter 0.05 eV, forward bias:
 T from metal 0.0604553, from silicon 0.0604553
 R from metal 0.7650, from silicon 0.3125
Current density (A/cm^2), reverse/forward size ratio:
 |V|=0.05 V: 1.7572e+06, -2.3395e+06, 1.3314
 |V|=0.10 V: 3.1245e+06, -5.1618e+06, 1.6521
 |V|=0.20 V: 6.3516e+06, -1.1745e+07, 1.8491
 ratio at 0.001 V: 1.00596
At 0.2 V: J(V)+J(-V) = -5.3929e+06 A/cm^2
 energies open only in reverse: -7.9198e+06 A/cm^2
 energies open in both: 2.5269e+06 A/cm^2
Model junction 3.0 nm, 0.3 V, reverse/forward:
 symmetric 1.000000; skewed by 0.4 eV 0.9155
Neglected effects at 0.2 V: forward, reverse (A/cm^2), ratio
 image force: 9.878e+06, -1.992e+07, 2.016
 carrier spill-over: 4.690e+06, -9.922e+06, 2.116
 metal normal depth cut: 7.487e+06, -1.090e+07, 1.456
 400 K: 8.048e+06, -1.251e+07, 1.555
 doping 30% lower: 2.526e+06, -4.161e+06, 1.647
 heavy valleys added: 6.376e+06, -1.175e+07, 1.844
Valley transverse energy in free-electron metal: 3.69 eV
Metal normal depth left: 1.31 eV
Donors in a cube of side w(0): 2.81
Series drop, 20 nm at 80 cm^2/Vs: forward 9.91 mV, reverse 18.33 mV
Reverse band bending 0.915 eV; silicon gap 1.12 eV
```
